# Drag on a small polarisable particle in blackbody radiation

## Result and conventions

A particle moves with velocity $v\ll c$ through radiation in equilibrium at temperature $T$. In the particle's instantaneous rest frame the mean force on it is

$$F'=-\Gamma v,\qquad \Gamma=\frac{1}{3\pi c^5T}\int_0^\infty d\omega\,\frac{\omega^5\,\mathrm{Im}\,\alpha(\omega)}{\sinh^2(\omega/2T)} .\tag{1}$$

The algebra uses atomic units with $k_B=1$ and $4\pi\varepsilon_0=1$, and a magnetic field defined so that the force on a charge $q$ is $q(\mathbf E+\mathbf v\times\mathbf B/c)$. The polarisability $\alpha$ is then a volume. If it is defined by $\mathbf p=\alpha_{SI}\mathbf E$ in SI units, use $\alpha=\alpha_{SI}/4\pi\varepsilon_0$. The time factor is $e^{-i\omega t}$, so a passive particle has $\mathrm{Im}\,\alpha\ge0$.

For numerical work put $x=\hbar\omega/k_BT$ and restore the constants:

$$\Gamma=\frac{\hbar\,(k_BT)^5}{3\pi(\hbar c)^5}\int_0^\infty dx\,\frac{x^5\,\mathrm{Im}\,\alpha}{\sinh^2(x/2)} .\tag{2}$$

The factor $x^5/\sinh^2(x/2)$ tends to $4x^3$ at small $x$. At large $x$ the form $1/\sinh^2(x/2)=4e^{-x}/(1-e^{-x})^2$ avoids overflow.

The assumptions are an isotropic electric dipole response, a particle much smaller than the thermal wavelengths, and no nearby bodies. The response $\alpha$ is taken in the rest frame and at the particle's own temperature.

## Force of one plane wave

Let charges $\pm q$ sit at $\pm\mathbf d/2$, with $\mathbf p=q\mathbf d$. To first order in $\mathbf d$, their Lorentz forces add to

$$\mathbf F=(\mathbf p\cdot\nabla)\mathbf E+\frac1c\,\dot{\mathbf p}\times\mathbf B .$$

The identity $(\mathbf p\cdot\nabla)\mathbf E=p_j\nabla E_j-\mathbf p\times(\nabla\times\mathbf E)$ and Faraday's law $\nabla\times\mathbf E=-\partial_t\mathbf B/c$ give

$$\mathbf F=p_j\nabla E_j+\frac1c\frac{d}{dt}(\mathbf p\times\mathbf B).$$

The last term is the derivative of a bounded quantity, so its long-time average is zero.

For $\mathbf E=\mathrm{Re}\,\mathbf E_0e^{i(\mathbf k\cdot\mathbf r-\omega t)}$ and a dipole at the origin, $\mathbf p=\mathrm{Re}\,\alpha\mathbf E_0e^{-i\omega t}$. The average is

$$\langle\mathbf F\rangle=\tfrac12\mathrm{Re}\left(i\alpha^*\right)\mathbf k|\mathbf E_0|^2=\tfrac12\,\mathbf k\,\mathrm{Im}\,\alpha\,|\mathbf E_0|^2 .$$

The wave has mean energy density $u=|\mathbf E_0|^2/8\pi$ and $k=\omega/c$. Hence the force is $\sigma u$ along $\mathbf k$, with

$$\sigma(\omega)=\frac{4\pi\omega}{c}\,\mathrm{Im}\,\alpha(\omega).\tag{3}$$

This is the extinction cross-section: it includes scattering as well as absorption. A lossless particle shows why. Radiation reaction gives $\alpha^{-1}=\alpha_0^{-1}-2ik^3/3$ with real $\alpha_0$, so $\mathrm{Im}\,\alpha=(2k^3/3)|\alpha|^2$ and $\sigma=(8\pi/3)k^4|\alpha|^2$. The dipole radiates power $ck^4|\alpha|^2|\mathbf E_0|^2/3$. Dividing by the incident flux $c|\mathbf E_0|^2/8\pi$ gives the same cross-section.

Dipole radiation has equal intensity in opposite directions, so scattered and thermally emitted light carry no net momentum in the rest frame. The particle's spontaneous dipole is also uncorrelated with the incoming field. Its temperature therefore enters $F'$ through $\alpha$ alone.

## Radiation seen by the moving particle

There are two polarisations and $d^3k/(2\pi)^3$ modes per volume for each. The phase-space density of photons is Lorentz invariant, so a mode keeps its occupation when the frame changes. With $n(\omega)=1/(e^{\omega/T}-1)$, the rest-frame energy density per frequency and solid angle is

$$u'(\omega,\theta)=\frac{\omega^3}{4\pi^3c^3}\,n(\omega_{\rm lab}),\qquad
\omega_{\rm lab}=\gamma\omega\left(1+\frac vc\cos\theta\right).\tag{4}$$

Here $\gamma=(1-v^2/c^2)^{-1/2}$, and $\theta$ is the angle between the photon's direction and the particle's velocity. A photon meeting the particle head-on has $\cos\theta=-1$. Its laboratory frequency is lower than $\omega$, its occupation is therefore higher, and the excess pushes the particle back. Zero-point radiation has the constant occupation $1/2$; by (4) it stays isotropic and gives no force.

Thermal modes are mutually uncorrelated, so their forces add:

$$F'=\int_0^\infty d\omega\int d\Omega\,\cos\theta\;\sigma(\omega)\,u'(\omega,\theta).\tag{5}$$

To first order in $v$, $\gamma=1$ and

$$n(\omega_{\rm lab})\simeq n(\omega)+\frac{v\omega\cos\theta}{c}\frac{dn}{d\omega}.$$

The first term vanishes on integration over angle. The second contains $\int\cos^2\theta\,d\Omega=4\pi/3$, so

$$F'=\int_0^\infty d\omega\,\frac{4\pi\omega}{c}\mathrm{Im}\,\alpha\;\frac{\omega^3}{4\pi^3c^3}\;\frac{v\omega}{c}\;\frac{4\pi}{3}\frac{dn}{d\omega}
=\frac{4v}{3\pi c^5}\int_0^\infty d\omega\,\omega^5\,\mathrm{Im}\,\alpha\,\frac{dn}{d\omega}.\tag{6}$$

Differentiating $n$ gives

$$\frac{dn}{d\omega}=-\frac1T\frac{e^{\omega/T}}{(e^{\omega/T}-1)^2}=-\frac{1}{4T\sinh^2(\omega/2T)},$$

and (6) becomes (1).

A separate count of absorbed photons in the laboratory frame, followed by a Lorentz transformation of momentum and energy, tested this result. In units $c=T=1$, with $\mathrm{Im}\,\alpha=\omega/[(16-\omega^2)^2+\omega^2]$ and $v=10^{-3}$, the two drag coefficients agreed within a relative $3\times10^{-4}$.

## Which force slows the particle

The laboratory rate of momentum change can differ from $F'$. Let $P'$ be the net heating power in the rest frame. For motion along $v$, $dp=\gamma(dp'+v\,dE'/c^2)$ and $dt=\gamma\,d\tau$, where $\tau$ is proper time. Therefore

$$\frac{dp}{dt}=F'+\frac{vP'}{c^2}.\tag{7}$$

The second term is the momentum of the mass gained or lost as heat. It does not change the velocity. At small $v$ the equation of motion is $M\,dv/dt=F'=-\Gamma v$, whatever the sign of $P'$. A simulation that evolves velocity should use $\Gamma$; one that evolves laboratory momentum needs both terms and the changing mass.

The difference is not small. Take a cold particle that absorbs but scatters negligibly. At leading order its heating power is $\sigma$ times the isotropic flux:

$$P'=\int_0^\infty d\omega\,\sigma\,c\,\frac{\omega^3n}{\pi^2c^3}
=\frac{4}{\pi c^3}\int_0^\infty d\omega\,\omega^4\,\mathrm{Im}\,\alpha\,n .$$

Integrating (6) by parts, with vanishing boundary terms, gives

$$\Gamma=\frac{4}{3\pi c^5}\int_0^\infty d\omega\,n\,\frac{d}{d\omega}\left(\omega^5\,\mathrm{Im}\,\alpha\right).$$

If $\mathrm{Im}\,\alpha=a\omega$, the derivative is $6a\omega^5$, and comparison of the integrals gives $P'/c^2=\Gamma/2$. The laboratory force is then $-\Gamma v/2$, half the rest-frame force. The photon count gives the ratio 0.5000.

## Link with momentum fluctuations

The same coefficient follows from recoil noise when particle and radiation share one temperature. To first order in $\mathrm{Im}\,\alpha$, thermal dipole fluctuations make absorption proportional to $n(n+1)$: one factor $n$ from the field and one factor $n+1$ from the particle. Emission has the factors interchanged. Each process has the rate per unit frequency

$$c\sigma\,\frac{\omega^2}{\pi^2c^3}\,n(n+1)=\frac{4\omega^3}{\pi c^3}\,\mathrm{Im}\,\alpha\,n(n+1).$$

Each kick has mean square $\omega^2/3c^2$ along one axis. Adding both processes and using $n(n+1)=1/[4\sinh^2(\omega/2T)]$,

$$\frac{d\langle p_z^2\rangle}{dt}=\frac{8}{3\pi c^5}\int_0^\infty d\omega\,\omega^5\,\mathrm{Im}\,\alpha\,n(n+1)=2T\Gamma .$$

This is the Einstein relation needed for the particle to reach $\langle p_z^2\rangle=MT$.

## Two limiting responses

**Linear loss.** For $\mathrm{Im}\,\alpha=a\omega$, (1) becomes $\Gamma=aT^6I/(3\pi c^5)$ with

$$I=\int_0^\infty\frac{x^6\,dx}{\sinh^2(x/2)}=24\int_0^\infty\frac{x^5\,dx}{e^x-1}=24\cdot5!\,\zeta(6)=\frac{64\pi^6}{21}\simeq2929.95 .$$

The second form uses $1/\sinh^2(x/2)=-4\,d(e^x-1)^{-1}/dx$ and one integration by parts. Thus

$$\Gamma=\frac{64\pi^5}{63}\,\frac{aT^6}{c^5}.\tag{8}$$

The integrand peaks where $6/x=\coth(x/2)$, at $x=5.97$. The drag therefore samples frequencies well above $T$, and $\mathrm{Im}\,\alpha$ must be linear there, not merely near zero frequency.

The speed correction can be found in this case too. With $\beta=v/c$, integrating (5) over frequency leaves $[\gamma(1+\beta\cos\theta)]^{-6}$. Expanding it and averaging with $\cos\theta$ multiplies the linear force by $1+\tfrac{13}{5}\beta^2$ to second order. At $\beta=0.1$ this is 1.026, in agreement with the full angular integral.

**Narrow resonance.** For a line of static polarisability $\alpha_0$, frequency $\omega_0$ and frequency-independent width $g$,

$$\alpha=\frac{\alpha_0\omega_0^2}{\omega_0^2-\omega^2-i\omega g},\qquad
\mathrm{Im}\,\alpha\to\frac{\pi}{2}\alpha_0\omega_0\,\delta(\omega-\omega_0)\quad(g\to0),$$

and the line contributes

$$\Gamma_0=\frac{\alpha_0\omega_0^6}{6c^5T\sinh^2(\omega_0/2T)} .$$

For $\omega_0\ll T$ this tends to $2\alpha_0\omega_0^4T/(3c^5)$, provided that $g\ll\omega_0^2/T$. The condition is stricter than $g\ll\omega_0$: above the line $\mathrm{Im}\,\alpha\simeq\alpha_0\omega_0^2g/\omega^3$, and this wing adds a relative $2\pi gT/(3\omega_0^2)$ to the drag. For $\omega_0\gg T$ it contains the small factor $e^{-\omega_0/T}$, and the far low-frequency wing matters. There $\mathrm{Im}\,\alpha\simeq\alpha_0g\omega/\omega_0^2$, so (8) adds a term proportional to $gT^6$ that is not exponentially small. Replacing a line far above or far below $T$ by a delta function can therefore lose most of the drag, even when the line is narrow.

Both wing estimates depend on $g$ being constant, as for Ohmic or collisional loss. For a line of purely radiative width, such as that of a free atom, $\mathrm{Im}\,\alpha=(2k^3/3)|\alpha|^2$ requires $g\to g\,\omega^2/\omega_0^2$. Above the line $\mathrm{Im}\,\alpha\simeq\alpha_0g/\omega$, so for $\omega_0\ll T$ the wing adds a relative $8\pi^3gT^3/(15\omega_0^4)$ and the condition becomes $g\ll\omega_0^4/T^3$. Below the line $\mathrm{Im}\,\alpha\simeq\alpha_0g\omega^3/\omega_0^4$, so for $\omega_0\gg T$ the extra term is proportional to $gT^8$.

## Nickel nanosphere at 300 K

Take a sphere of radius $R=2.0$ nm with a Drude permittivity. From here to the end of the example, $\omega$ and $g$ denote energies in eV:

$$\varepsilon=1-\frac{\omega_p^2}{\omega^2+i\omega g},\qquad
\alpha=R^3\frac{\varepsilon-1}{\varepsilon+2}=\frac{R^3\omega_p^2}{\omega_p^2-3\omega^2-3i\omega g}.$$

At low frequency $\mathrm{Im}\,\alpha=a\omega$ with $a=3R^3g/\omega_p^2$. Rough typical inputs are $\omega_p=5.0$ eV, bulk damping 0.050 eV and Fermi speed $v_F=3\times10^5$ m/s. Surface scattering adds about $\hbar v_F/R=0.099$ eV, so $g=0.149$ eV and

$$a=\frac{3(2.0)^3(0.1487)}{(5.0)^2}=0.143\ \mathrm{nm^3/eV}.$$

The spectral peak lies at $5.97\times0.02585=0.154$ eV. There $\varepsilon=-543+525i$, and

$$\mathrm{Im}\,\alpha=R^3\frac{3\,\mathrm{Im}\,\varepsilon}{|\varepsilon+2|^2}=\frac{8.0\times3\times524.5}{541.2^2+524.5^2}=0.0222\ \mathrm{nm^3}.$$

The metal screens its interior from the electric field, which keeps this loss far below $R^3$. With constants restored, (8) gives

$$\Gamma=\frac{64\pi^5}{63}\,\frac{\hbar\,(0.143\ \mathrm{nm^3/eV})(0.02585\ \mathrm{eV})^6}{(\hbar c)^5}=4.7\times10^{-36}\ \mathrm{kg/s}.$$

The integral with the full Drude response is 0.9% larger, because $\mathrm{Im}\,\alpha$ rises slightly faster than $\omega$. With density 8900 kg/m³ the mass is $2.98\times10^{-22}$ kg, and the velocity decay time $M/\Gamma$ is about $2\times10^6$ years. At 600 K, with the permittivity parameters held fixed, the drag is 66 times larger; the pure $T^6$ law gives 64.

## What limits the nickel estimate

**Magnetic dipole.** An oscillating magnetic field of amplitude $B_0$ drives eddy currents. While it penetrates the sphere, the induced electric amplitude is $\omega r_\perp B_0/2c$, where $r_\perp$ is the distance from the axis. In atomic units, with conductivity $s=\omega\,\mathrm{Im}\,\varepsilon/4\pi$ and $\int r_\perp^2dV=8\pi R^5/15$, the heating power is

$$\frac s2\,\frac{\omega^2B_0^2}{4c^2}\,\frac{8\pi R^5}{15}=\frac{\omega}{2}\,\mathrm{Im}\,\alpha_m\,B_0^2,\qquad
\mathrm{Im}\,\alpha_m=\frac{R^5\omega^2}{30c^2}\,\mathrm{Im}\,\varepsilon .$$

Put into (1), this adds 1.4% of the electric drag at 2 nm. The ratio grows as $R^2$ at fixed damping, so the two would be equal near 17 nm. With $\omega$, $g$ and $\omega_p$ as energies, the Drude form at $\omega\ll\omega_p$ gives

$$\frac{\mathrm{Im}\,\alpha_m}{\mathrm{Im}\,\alpha}\simeq\frac{R^2\omega_p^4}{90(\hbar c)^2(\omega^2+g^2)} .$$

Surface damping falls as the sphere grows, so $g$ falls, this ratio rises, and the crossing moves to a smaller radius, about 12 nm with $g=0.050\ \mathrm{eV}+\hbar v_F/R$. For nickel spheres approaching this size, include both dipoles; for another metal, use the ratio to find where the magnetic part matters. At 2 nm, both loss formulas agreed within 0.5% with the full Mie dipole coefficients at photon energies of 1, 3, 6, 10 and 15 times $k_BT$.

**Electronic response.** Without surface damping the drag falls to 0.34 of its value, a larger change than that made by the interband term below. A trial interband term $36/(1-\omega^2-2i\omega)$ in $\varepsilon$, with $\omega$ in eV, raises the drag by 12%. It indicates sensitivity, is not a fit to nickel and is not a bound: it contributes only $33+11i$ at 0.154 eV, and a stronger interband term, near $90+90i$ there as in Lorentz–Drude fits to nickel, raises the drag by about a quarter. The estimated level spacing is $1.1\times10^{-4}$ eV, for 3060 atoms and a rough 3 states per eV per atom. It is far below both $g$ and $k_BT$, but this alone does not justify the Drude form, because selection rules restrict which levels a dipole field connects. For free electrons in an ideal hard-walled sphere, the allowed transitions at the Fermi level start near $\hbar v_F/R\simeq0.1$ eV, comparable with the photon energies that matter here. The Drude response with surface damping is therefore a rough model at this size.

**Residual gas.** A real vacuum chamber breaks the assumption that radiation is the sole source of drag. For specular reflection, a molecule with impact parameter $b$ transfers a fraction $2-2b^2/R^2$ of its relative momentum along its path, which integrates to a momentum cross-section $\pi R^2$. For gas of number density $N$, molecular mass $m$ and mean speed $\bar w$, a slow drift changes the Maxwell distribution of relative velocity $\mathbf w$ by the factor $1-m\mathbf w\cdot\mathbf v/k_BT$. Hence

$$\Gamma_{\rm gas}=\pi R^2N\frac{m^2\langle w^3\rangle}{3k_BT}=\frac{4\pi}{3}R^2Nm\bar w,$$

since $\langle w^3\rangle=4k_BT\bar w/m$. Diffuse re-emission at the gas temperature, more usual on real surfaces, multiplies this by $1+\pi/8\simeq1.39$; the numbers below are for specular reflection. Hydrogen at $10^{-11}$ Torr, already a very good laboratory vacuum, gives $3.2\times10^{-29}$ kg/s, or $6.8\times10^6$ times the radiation drag. Equality would require $1.5\times10^{-18}$ Torr. For this sphere at 300 K, a measured damping rate in such a chamber would therefore not reveal the blackbody term. An oxide layer, net charge, trap forces and any loss from nickel's magnetisation are also left out.

**Speed.** The sphere's thermal speed is 6.5 m/s, so the relative correction of order $(v/c)^2$ is negligible.

The numerical output lists the main inputs and results.

## Values computed for the example and the checks

```
GENERAL RESULTS
integral of x^6/sinh^2(x/2): 2929.9480
cold particle, lab force / rest-frame force: 0.5000
exact / linear rest-frame force at v = 0.1 c: 1.0264
NICKEL NANOSPHERE, ROUGH INPUTS
radius: 2.0 nm
temperature: 300 K
thermal energy kB T: 0.02585 eV
plasma energy: 5.0 eV
bulk damping: 0.050 eV
Fermi speed: 3.0e+05 m/s
surface damping: 0.0987 eV
total damping: 0.1487 eV
mass density: 8900 kg/m^3
RESPONSE AND DRAG
spectral peak, photon energy / kB T: 5.9694
spectral peak, photon energy: 0.1543 eV
permittivity at peak, real part: -543.2
permittivity at peak, imaginary part: 524.5
Im alpha at peak: 0.02216 nm^3
low-frequency slope of Im alpha: 0.14278 nm^3/eV
drag coefficient, full Drude: 4.7124e-36 kg/s
drag coefficient, T^6 formula: 4.6706e-36 kg/s
particle mass: 2.9824e-22 kg
velocity decay time: 2.007e+06 years
drag at 600 K / drag at 300 K: 65.78
EFFECTS LEFT OUT
magnetic-dipole drag / electric drag: 0.0143
radius of equal drags, damping fixed: 16.7 nm
drag with trial interband band / drag: 1.1170
drag with bulk damping only / drag: 0.3362
number of atoms: 3060
assumed density of states: 3.0 per eV per atom
electronic level spacing: 1.09e-04 eV
thermal speed of particle: 6.45 m/s
hydrogen pressure: 1e-11 Torr
hydrogen gas drag coefficient: 3.205e-29 kg/s
gas drag / radiation drag: 6.80e+06
pressure of equal drags: 1.47e-18 Torr
```
